# Marcus Parabolas from Gaussian Statistics of the Vertical Energy Gap

Consider an electron that can sit on a donor or on an acceptor, and let a single nuclear coordinate $q$ respond to where it sits. Call the two electronic arrangements A and B. Let their energies be parabolas of the same force constant $\kappa$, displaced by $d$ and offset by $\varepsilon$:

$$E_A(q)=\tfrac12\kappa q^2,\qquad E_B(q)=\tfrac12\kappa(q-d)^2+\varepsilon .$$

The vertical gap is the energy needed to move the electron while the nuclei stand still. Expanding the square in $E_B$, the terms $\tfrac12\kappa q^2$ cancel and

$$X(q)=E_B(q)-E_A(q)=\tfrac12\kappa d^2+\varepsilon-\kappa d\,q .$$

The gap is linear in $q$. In state A at temperature $T$, a classical $q$ has the Boltzmann weight $e^{-\kappa q^2/2kT}$, a Gaussian of mean zero and variance $kT/\kappa$. The gap is therefore Gaussian too, with mean $m_A$ and variance $\sigma^2$ given by

$$m_A=\tfrac12\kappa d^2+\varepsilon,\qquad \sigma^2=(\kappa d)^2\,\frac{kT}{\kappa}=\kappa d^2\,kT .$$

Now place the nuclei at $q=0$, the minimum of A, switch the electron to B, and let the nuclei relax to $q=d$. The energy released is $\lambda=\tfrac12\kappa d^2$, the reorganisation energy. Comparison with the variance gives

$$\lambda=\frac{\sigma^2}{2kT}.$$

The electron can move without a change of energy where $X=0$, which happens at $q^*=(\lambda+\varepsilon)/(\kappa d)$. The energy needed to reach this point from the minimum of A is

$$\tfrac12\kappa q^{*2}=\frac{(\lambda+\varepsilon)^2}{2\kappa d^2}=\frac{(\lambda+\varepsilon)^2}{4\lambda},$$

because $2\kappa d^2=4\lambda$. The size of the fluctuations at a given temperature and the relaxation energy are thus tied together by one number, $\lambda$, and the barrier follows from $\lambda$ and the offset $\varepsilon$.

A real solvent has a great many coordinates, and its potential energy is not harmonic. The same relations nevertheless hold for free energies if the gap itself, a single function of all the coordinates, has Gaussian statistics. To show this, let $R$ stand for all nuclear coordinates, and let $E_A(R)$ and $E_B(R)$ be the energies of two diabatic states, that is, states in which the electron keeps its place as the nuclei move. The gap is again $X(R)=E_B(R)-E_A(R)$. The nuclei are classical and have the same masses in both states, so that the integrals over momenta give a common factor, which cancels from every comparison of A with B. With $i$ standing for A or B, define

$$Z_i=\int dR\,e^{-E_i(R)/kT},\qquad G_i=-kT\ln Z_i,\qquad \Delta G=G_B-G_A .$$

The units of $Z_i$ add the same constant to $G_A$ and $G_B$ and do not affect $\Delta G$. A negative $\Delta G$ means that the transfer from A to B is downhill.

The probability density of finding the gap at the value $x$ in state $i$ is

$$P_i(x)=\frac{1}{Z_i}\int dR\,\delta\big(X(R)-x\big)\,e^{-E_i(R)/kT}.$$

From it follows a free-energy profile along the gap,

$$F_i(x)=G_i-kT\ln\big[x_0P_i(x)\big],$$

where $x_0$ is a fixed unit of energy that makes the logarithm's argument dimensionless. The term $G_i$ puts both profiles on one energy scale. Without it each curve would be known only up to its own constant, and their crossing would have no meaning.

The two profiles are not independent. In the integral for $P_B$ write $E_B=E_A+X$. The delta function keeps only configurations with $X=x$, so the factor $e^{-X/kT}$ may be taken outside as $e^{-x/kT}$:

$$Z_BP_B(x)=e^{-x/kT}\int dR\,\delta\big(X(R)-x\big)\,e^{-E_A(R)/kT}=e^{-x/kT}Z_AP_A(x).$$

Taking $-kT\ln$ of both sides, and using $-kT\ln Z_i=G_i$, gives

$$F_B(x)-F_A(x)=x .$$

No assumption about the shape of $P_A$ has entered. The relation says that among configurations whose gap is $x$, state B costs $x$ more than state A, whatever the other coordinates do. It also shows that the profiles can cross only at $x=0$, and that they do cross there whenever configurations with zero gap exist. Since $Z_B/Z_A=e^{-\Delta G/kT}$, the same relation reads

$$P_B(x)=e^{\Delta G/kT}\,e^{-x/kT}\,P_A(x).$$

State B thus has the gap distribution of state A, reweighted towards low gaps.

Now comes the assumption. Let the gap in state A be Gaussian,

$$P_A(x)=\frac{1}{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(x-m_A)^2}{2\sigma^2}\right],\qquad \sigma^2>0 .$$

It is taken to hold for all $x$. In practice it must hold well enough from the typical gaps of A to those of B, a demand whose severity will become clear below. Nothing is assumed about the gap distribution in B.

The reweighted distribution contains the exponent $-(x-m_A)^2/2\sigma^2-x/kT$. Put both terms over $2\sigma^2$ and collect powers of $x$:

$$(x-m_A)^2+\frac{2\sigma^2x}{kT}=x^2-2x\left(m_A-\frac{\sigma^2}{kT}\right)+m_A^2 .$$

With the abbreviation

$$m_B=m_A-\frac{\sigma^2}{kT},$$

the right-hand side is $(x-m_B)^2+m_A^2-m_B^2$. The part without $x$ factorises as

$$m_A^2-m_B^2=(m_A-m_B)(m_A+m_B)=\frac{\sigma^2}{kT}\left(2m_A-\frac{\sigma^2}{kT}\right).$$

Dividing by $2\sigma^2$ and restoring the minus sign, we obtain

$$e^{-x/kT}P_A(x)=\exp\left[-\frac{1}{kT}\left(m_A-\frac{\sigma^2}{2kT}\right)\right]\frac{1}{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(x-m_B)^2}{2\sigma^2}\right].$$

The last two factors form a normalised Gaussian. Because $P_B$ must integrate to one, the factor $e^{\Delta G/kT}$ in front of it has to cancel the first exponential. This fixes the free energy of reaction,

$$\Delta G=m_A-\frac{\sigma^2}{2kT},$$

and leaves

$$P_B(x)=\frac{1}{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(x-m_B)^2}{2\sigma^2}\right].$$

The gap in state B is Gaussian with the same variance, and $m_B$ is its mean. The equality of the widths is a consequence of Gaussian statistics in one state, not a further assumption. The reason is visible in the relation between the profiles: they differ by a term linear in $x$, which can move the minimum of a parabola but cannot change its curvature. If simulations of the two states yield gap variances that differ by more than their sampling errors, the gap cannot be Gaussian in either state.

Inserting the two distributions in the definition of the profiles gives

$$F_A(x)=G_A+C+\frac{kT}{2\sigma^2}(x-m_A)^2,\qquad F_B(x)=G_B+C+\frac{kT}{2\sigma^2}(x-m_B)^2,$$

with $C=kT\ln(\sqrt{2\pi\sigma^2}/x_0)$. Since $C$ contains only the common variance, it is the same for both, and the minima differ in height by $\Delta G$. Both parabolas have the second derivative $kT/\sigma^2$. A gap that fluctuates widely belongs to a soft profile, a narrow one to a stiff profile.

The reorganisation energy now needs a definition that does not refer to a harmonic coordinate. Take the system at the typical gap of A, switch the electron to B, and let the gap relax to the value typical of B. The free energy released is

$$\lambda=F_B(m_A)-F_B(m_B)=\frac{kT}{2\sigma^2}(m_A-m_B)^2=\frac{kT}{2\sigma^2}\left(\frac{\sigma^2}{kT}\right)^2=\frac{\sigma^2}{2kT}.$$

The opposite process, relaxation on $F_A$ from $m_B$ to $m_A$, releases the same amount, because the curvature and the distance are the same. The result links a response, the relaxation after a sudden change of charge, to the spontaneous fluctuations before the change.

In terms of $\lambda$ the shift of the mean is $\sigma^2/kT=2\lambda$, and the formula for $\Delta G$ becomes $\Delta G=m_A-\lambda$. Hence

$$m_A=\Delta G+\lambda,\qquad m_B=m_A-2\lambda=\Delta G-\lambda .$$

Half the sum of the two mean gaps is $\Delta G$ and half their difference is $\lambda$. With $kT/2\sigma^2=1/4\lambda$ the profiles take the Marcus form

$$F_A(x)=G_A+C+\frac{(x-\Delta G-\lambda)^2}{4\lambda},\qquad F_B(x)=G_B+C+\frac{(x-\Delta G+\lambda)^2}{4\lambda}.$$

Their difference can be checked against the general relation. With $u=x-\Delta G$, the squares contribute $[(u+\lambda)^2-(u-\lambda)^2]/4\lambda=4u\lambda/4\lambda=u$, and adding $G_B-G_A=\Delta G$ gives $x$, as required.

The activation free energy for the passage from A to B is the rise of $F_A$ from its minimum to the crossing at $x=0$:

$$\Delta F^\ddagger_{A\to B}=F_A(0)-F_A(m_A)=\frac{m_A^2}{4\lambda}=\frac{(\lambda+\Delta G)^2}{4\lambda}.$$

For the reverse passage the same steps on $F_B$ give

$$\Delta F^\ddagger_{B\to A}=\frac{m_B^2}{4\lambda}=\frac{(\lambda-\Delta G)^2}{4\lambda}.$$

The forward barrier minus the reverse barrier is $4\lambda\Delta G/4\lambda=\Delta G$, as it must be for two paths that meet at one point.

These barriers belong to the uncoupled diabatic states. An electronic coupling that mixes A and B near $X=0$ splits the crossing into a lower and an upper level, an effect that lies outside the formula. When the crossing lies between the two minima, $|\Delta G|<\lambda$, and the coupling is weak, both minima belong to the lower level and the top of the barrier is lowered. A stronger coupling removes the barrier altogether and leaves a single minimum, and less coupling is needed for this the closer $|\Delta G|$ is to $\lambda$. The barrier is also a difference between values of a profile along $x$, and not yet a probability. The density of configurations at the crossing carries the normalisation of the Gaussian as well. With $\sigma^2=2\lambda kT$,

$$P_A(0)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right].$$

The dependence on the driving force follows from one derivative, taken at fixed $\lambda$:

$$\frac{\partial\,\Delta F^\ddagger_{A\to B}}{\partial\,\Delta G}=\frac{\lambda+\Delta G}{2\lambda}.$$

For $\Delta G=0$ the barrier is $\lambda/4$, and a small change of $\Delta G$ appears in it with a factor one half. At $\Delta G=-\lambda$ the barrier vanishes, since the mean gap $m_A$ is then zero and typical configurations of A already lie at the crossing. If $\Delta G$ falls below $-\lambda$, the derivative is negative and the barrier rises again as the reaction becomes more downhill. This is the inverted region. There $m_A$ is negative, both minima lie on the same side of the crossing, and, for classical nuclei, the system must raise its gap to zero by a fluctuation before the electron can move at constant energy. In real molecules high-frequency vibrations can take up the excess energy as quanta, so that transfer deep in the inverted region is much less hindered than this classical barrier suggests.

A numerical example shows that the potential itself need not be harmonic. Take two dimensionless coordinates $q$ and $y$, and add the same anharmonic term to both parabolas of the opening case:

$$E_A=\tfrac12\kappa q^2+D\left(y-\tfrac12q^2\right)^4,\qquad E_B=\tfrac12\kappa(q-d)^2+\varepsilon+D\left(y-\tfrac12q^2\right)^4 .$$

The model parameters are $\kappa=1$ eV, $D=1$ eV, $d=1.2$, $\varepsilon=-0.2$ eV and $T=300$ K, for which $kT=0.025852$ eV. The anharmonic term cancels from the gap. It also leaves the distribution of $q$ unchanged: at fixed $q$, the substitution $y\to y+\tfrac12q^2$ turns the integral over $y$ into one that does not contain $q$. The gap is therefore Gaussian although $y$ moves in a quartic well whose centre follows $q^2$. The construction is special: once $y$ is integrated out, the free energy along $q$, the only coordinate in the gap, is still $\tfrac12\kappa q^2$. A common anharmonic term in $q$ itself, such as $Dq^4$, would also cancel from the gap but would make its distribution non-Gaussian.

Quadrature over both coordinates in state A gives a mean gap $m_A=0.520$ eV and a variance $\sigma^2=0.037227$ eV$^2$, that is, $\sigma=0.193$ eV. From these two numbers,

$$\lambda=\frac{0.037227}{2\times0.025852}\ \text{eV}=0.720\ \text{eV},\qquad \Delta G=0.520-0.720=-0.200\ \text{eV}.$$

In molar units these are 69.5 and $-19.3$ kJ/mol. The predicted mean gap in B is $-0.200-0.720=-0.920$ eV, and the barriers are

$$\Delta F^\ddagger_{A\to B}=\frac{(0.520)^2}{4\times0.720}\ \text{eV}=0.0939\ \text{eV},\qquad \Delta F^\ddagger_{B\to A}=\frac{(0.920)^2}{4\times0.720}\ \text{eV}=0.2939\ \text{eV}.$$

The forward barrier is 9.06 kJ/mol. The numerical check obtains the same quantities by other routes: $\Delta G$ from the ratio of the partition functions, the mean and variance in B from the Boltzmann weights of B, and the barriers and curvatures from integrals restricted to a given gap. All agree with the formulas to the digits quoted. Changing the offset to $-0.72$ eV makes $\Delta G=-\lambda$, and the barrier read from the profile is zero. An offset of $-1.2$ eV leads into the inverted region, where the barrier has risen again to $(-0.48)^2/2.88=0.080$ eV.

The example also shows how far the Gaussian assumption has to reach. The mean gaps of A and B are $2\lambda=1.44$ eV apart, which is 7.46 standard deviations. A direct sampling of state A would practically never visit the configurations typical of B, yet these dominate the average that determines $\Delta G$. Integrating the relation between $P_B$ and $P_A$ over $x$ gives, for any statistics,

$$e^{-\Delta G/kT}=\int dx\,P_A(x)\,e^{-x/kT},$$

and for the Gaussian the integrand peaks at $m_B$. The crossing is nearer, at $0.520/0.193=2.7$ standard deviations from the mean of A. The barrier in the form $kT\,m_A^2/2\sigma^2$ therefore asks for a Gaussian between $m_A$ and zero. The distant tail enters when $m_A$ is identified with $\lambda+\Delta G$.

A sum of many weak, independent contributions tends to a Gaussian by the central limit theorem, but the theorem speaks first about the centre of the distribution. A solvable case shows what remains in the tail. Let the gap in state A be

$$X=m_A+\frac{\sigma}{\sqrt N}\sum_{j=1}^{N}s_j ,$$

where each $s_j$ is $+1$ or $-1$ with equal probability, independently of the others. The variance is $\sigma^2$ for every $N$. The exponential average factorises, and each factor is $\tfrac12(e^{z}+e^{-z})=\cosh z$ with $z=\sigma/(\sqrt N\,kT)$. Hence

$$m_A-\Delta G=NkT\ln\cosh z .$$

For small $z$, $\cosh z=1+z^2/2+z^4/24+\dots$, and $\ln(1+w)=w-w^2/2+\dots$ gives a fourth-order coefficient $1/24-1/8=-1/12$. Therefore

$$m_A-\Delta G=\frac{\sigma^2}{2kT}-\frac{\sigma^4}{12N(kT)^3}+\dots$$

The first term is the Gaussian result and the second is its leading error. With $\sigma$ and $T$ from the example, the exact sum for $N=100$ gives 0.662 eV in place of 0.720 eV. The error of 0.058 eV is more than twice $kT$, and the leading estimate, 0.067 eV, is itself rough there. For $N=1000$ the error is 0.0066 eV, and for $N=10000$ it is 0.0007 eV. A histogram that looks Gaussian near its maximum is thus weak evidence for the free energy of reaction.

A different failure occurs when the electron's position changes the stiffness of its surroundings. Return to one coordinate, and let the force constant be $\kappa$ in A but $\kappa'$ in B:

$$X(q)=\tfrac12(\kappa'-\kappa)q^2-\kappa'd\,q+\tfrac12\kappa'd^2+\varepsilon .$$

The gap is now quadratic in $q$, and its distribution is not Gaussian. Its slope, $(\kappa'-\kappa)q-\kappa'd$, is $-\kappa'd$ at the minimum of A and $-\kappa d$ at the minimum of B. Multiplying the size of each slope by the thermal width of $q$ in that state gives approximate gap widths, with the curvature of $X$ neglected:

$$\sigma_A\approx\kappa'd\sqrt{kT/\kappa},\qquad \sigma_B\approx\kappa d\sqrt{kT/\kappa'} .$$

For $\kappa'=1.5$ eV, with the other parameters as before, these are 0.289 and 0.158 eV. Quadrature gives 0.290 and 0.158 eV. The two profiles still differ by $x$, which the program tests on narrow intervals of the gap, so at any given $x$ they have the same curvature. That curvature is no longer constant along $x$: it is roughly $kT/\sigma_A^2$ near the minimum of $F_A$ and $kT/\sigma_B^2$ near the minimum of $F_B$, and these differ.

The free energy of reaction is known here without approximation. The Gaussian integrals over $q$ are proportional to $\kappa^{-1/2}$ and $\kappa'^{-1/2}$, so that

$$\Delta G=\varepsilon+\frac{kT}{2}\ln\frac{\kappa'}{\kappa}=-0.195\ \text{eV}.$$

The Gaussian formula, fed with the mean and variance of the gap in A, returns $-0.735$ eV, which is too low by 0.54 eV. The variance in A describes the steep part of $X(q)$ near $q=0$, and extrapolating it to the configurations of B overlooks the flattening on the way. There is then no single $\lambda$ that serves both states.

Finally, the factor $1/2kT$ in the reorganisation energy rests on classical nuclei. In the opening model, the variance of a quantum coordinate tends to its zero-point value as $T\to0$ and not to zero. The ratio $\sigma^2/2kT$ would then grow without limit, while the relaxation energy $\tfrac12\kappa d^2$ stays fixed. For a harmonic mode of quantum $\hbar\omega$, $\sigma^2/2kT$ exceeds $\lambda$ by the factor $(\hbar\omega/2kT)\coth(\hbar\omega/2kT)$, which is 1.08 at $\hbar\omega=kT$ and 3.6 for a vibration of 1500 cm$^{-1}$ at 300 K. The relation between the gap variance and $\lambda$ therefore requires that the vibrational quanta of the modes that modulate the gap be no larger than about $kT$. Slow solvent motions can meet this condition at room temperature, but intramolecular stretching modes do not.

## Computed results

```
Temperature: 300 K
kT: 0.025852 eV
Force constant: 1.0 eV
Displacement: 1.2 (dimensionless)
Energy offset: -0.2 eV
Quartic constant: 1.0 eV
Bend of common term: 0.5 (dimensionless)
Mean gap in A: 0.52000 eV
Gap standard deviation in A: 0.19294 eV
Gap variance in A: 0.037227 eV^2
lambda from variance: 0.72000 eV = 69.47 kJ/mol
lambda from relaxation on profile B: 0.72000 eV
Delta G from Gaussian: -0.20000 eV = -19.30 kJ/mol
Delta G from partition functions: -0.20000 eV
Mean gap in B, predicted: -0.92000 eV
Mean gap in B, sampled: -0.92000 eV
Gap standard deviation in B: 0.19294 eV
Curvature of profile A at x=0: 0.69444 1/eV
Curvature of profile B at x=0: 0.69444 1/eV
Curvature 1/(2 lambda): 0.69444 1/eV
Forward barrier, formula: 0.09389 eV = 9.06 kJ/mol
Forward barrier, profile: 0.09389 eV
Reverse barrier, formula: 0.29389 eV
Reverse barrier, profile: 0.29389 eV
Gap density at crossing, formula: 0.05473 1/eV
Gap density at crossing, quadrature: 0.05473 1/eV
Separation of mean gaps over sigma: 7.463
Offset -0.72 eV: barrier from profile 0.00000 eV, formula 0.00000 eV
Offset -1.20 eV: barrier from profile 0.08000 eV, formula 0.08000 eV
Unequal case, force constant of B: 1.5 eV
Unequal case, gap deviation in A: 0.28956 eV
Unequal case, gap deviation in B: 0.15765 eV
Unequal case, exact Delta G: -0.19476 eV
Unequal case, Gaussian Delta G from A: -0.73515 eV
N=100: m_A - Delta G = 0.66166 eV, Gaussian error 0.05834 eV, leading estimate 0.06684 eV
N=1000: m_A - Delta G = 0.71341 eV, Gaussian error 0.00659 eV, leading estimate 0.00668 eV
N=10000: m_A - Delta G = 0.71933 eV, Gaussian error 0.00067 eV, leading estimate 0.00067 eV
```
